# A condition-number bound for RPA preconditioning with a model dielectric response

## The difficulty

In a long metallic cell, simple mixing of input and output densities is slow. A small long-wavelength density error creates a large Hartree potential, and the electrons answer with an output error many times larger and of opposite sign. The mixing step must be small enough to tame this response, and errors of short wavelength, which provoke little response, then decay slowly.

A preconditioner divides the residual by a model dielectric operator. The model is never the true response, and the response is multiplied by the Coulomb operator, which is large at long wavelength: the product may be 60 or 250. Without a bound, one cannot tell whether a model wrong by 20 percent leaves a small error or one magnified by the Coulomb factor. The bound below shows that the Coulomb factor drops out.

## Setting and signs

Atomic units are used in the algebra. Densities and potentials are expanded in a finite, real, orthonormal basis of functions with zero mean over a periodic cell. Density changes then carry no net charge, and the Coulomb operator $v$, equal to $4\pi/G^2$ at wavevector $G$, is symmetric and positive definite. For symmetric operators, $A\le B$ means $\langle f,Af\rangle\le\langle f,Bf\rangle$ for all $f$.

Let $F(\rho)$ be the output density in the potential $V_{\rm ext}+v\rho$ at fixed electron number, and let $F(\rho_*)=\rho_*$. The independent-particle response $\chi_0$ gives the density change $\chi_0W$ caused by a potential change $W$. Electrons leave regions where the potential rises, so it is convenient to use $X=-\chi_0$.

To confirm that $X\ge0$, take real orbitals with energies $\varepsilon_i$, occupations $N_i=N(\varepsilon_i-\mu)$ that decrease with energy, and matrix elements $W_{ij}$. Define $w_{ij}=-(N_i-N_j)/(\varepsilon_i-\varepsilon_j)\ge0$, with the limit $w_{ii}=d_i=-N'(\varepsilon_i-\mu)$. First-order perturbation theory gives the density change $-\sum_{ij}w_{ij}W_{ij}\psi_i\psi_j+\delta\mu\sum_id_i\psi_i^2$. Fixed electron number requires $\delta\mu=\sum_id_iW_{ii}/\sum_id_i$. Multiplying by $-W$ and integrating,

$$\langle W,XW\rangle=\sum_{ij}w_{ij}W_{ij}^2-\frac{(\sum_i d_iW_{ii})^2}{\sum_i d_i}\ \ge 0. \tag{1}$$

The inequality holds because, by Cauchy–Schwarz, the subtracted term is at most $\sum_id_iW_{ii}^2$, which is the diagonal part of the first sum.

For a density error $e=\rho-\rho_*$, linearization gives $F(\rho)-\rho_*=-Xve$. The residual is therefore

$$F(\rho)-\rho=-(1+Xv)e=-Je,\qquad J=1+Xv. \tag{2}$$

This is the random-phase approximation (RPA): the induced potential contains the Hartree term and no exchange-correlation term. Let $X_m\ge0$ be a symmetric model for $X$, and set $P=1+X_mv$. The mixing step $\rho\to\rho+\alpha P^{-1}[F(\rho)-\rho]$ changes the error, to first order, into

$$e'=(1-\alpha P^{-1}J)\,e. \tag{3}$$

## The bound

**Theorem.** Suppose that, with $0<c_1\le c_2$,

$$c_1X_m\le X\le c_2X_m. \tag{4}$$

Then $P^{-1}J$ has real eigenvalues in $[\min(1,c_1),\max(1,c_2)]$, and the ratio of the largest to the smallest satisfies

$$\kappa=\frac{\lambda_{\max}}{\lambda_{\min}}\le\frac{\max(1,c_2)}{\min(1,c_1)}. \tag{5}$$

Hypothesis (4) is stated for the positive forms $X=-\chi_0$ and $X_m$; written for $\chi_0$ and $-X_m$, the inequalities reverse.

**Proof.** $J$ and $P$ are products of symmetric operators and need not be symmetric. The change of variable $y=v^{1/2}e$ repairs this:

$$v^{1/2}Jv^{-1/2}=1+v^{1/2}Xv^{1/2}\equiv1+T=A, \tag{6}$$

$$v^{1/2}Pv^{-1/2}=1+v^{1/2}X_mv^{1/2}\equiv1+T_m=B. \tag{7}$$

Inverting (7) and multiplying by (6) gives $v^{1/2}P^{-1}Jv^{-1/2}=B^{-1}A$, so $P^{-1}J$ and $B^{-1}A$ have the same eigenvalues.

Apply (4) to the vector $v^{1/2}f$. Since $\langle v^{1/2}f,Xv^{1/2}f\rangle=\langle f,Tf\rangle$, and likewise for the model,

$$c_1T_m\le T\le c_2T_m. \tag{8}$$

Now add the identity, and write $m=\min(1,c_1)$ and $M=\max(1,c_2)$. Then

$$A\ge1+c_1T_m=mB+(1-m)+(c_1-m)T_m\ge mB, \tag{9}$$

$$A\le1+c_2T_m=MB-(M-1)-(M-c_2)T_m\le MB. \tag{10}$$

The dropped terms have the required signs because $m$ is no larger than 1 or $c_1$, $M$ is no smaller than 1 or $c_2$, and $T_m\ge0$. The number 1 enters the bound through the bare term, which is the same in $J$ and $P$.

Finally, $B\ge1$ has an invertible square root, and

$$B^{1/2}(B^{-1}A)B^{-1/2}=B^{-1/2}AB^{-1/2}\equiv S. \tag{11}$$

$S$ is symmetric, so its eigenvalues are real. With $f=B^{-1/2}g$, its Rayleigh quotient is

$$\frac{\langle g,Sg\rangle}{\langle g,g\rangle}=\frac{\langle f,Af\rangle}{\langle f,Bf\rangle}\in[m,M] \tag{12}$$

by (9) and (10). This places all eigenvalues in $[m,M]$ and proves (5). $\square$

## What controls an eigenvalue

For any $f$ with $\langle f,T_mf\rangle>0$, let $t=\langle f,T_mf\rangle/\langle f,f\rangle$ be the model's screening strength and $r=\langle f,Tf\rangle/\langle f,T_mf\rangle$ the ratio of true to model response. The quotient in (12) becomes

$$\lambda=\frac{1+rt}{1+t}=1+(r-1)\frac{t}{1+t}. \tag{13}$$

The factor $t/(1+t)$ never exceeds 1, so a large Coulomb factor does not magnify the model's relative error $r-1$. Where screening is weak, $t\to0$, the error hardly matters.

Equation (13) also shows that (5) cannot be improved if $c_1$ and $c_2$ are all one knows. Take two independent modes:

- If $c_1<1<c_2$, give them $r=c_1$ and $r=c_2$, both with $t\to\infty$. Then $\kappa\to c_2/c_1$.
- If $c_1\ge1$, let $t\to0$ in the first and $t\to\infty$ with $r=c_2$ in the second. Then $\kappa\to c_2$.
- If $c_2\le1$, let $t\to\infty$ with $r=c_1$ in the first and $t\to0$ in the second. Then $\kappa\to1/c_1$.

With $10^4$ and $10^{-4}$ for the large and small strengths, the numerical output gives $\kappa$ within 0.05 percent of the bound in all three cases. Random noncommuting operators were also tested and respected the interval.

The bound is insensitive to the overall strength of the model within a range. Replacing $X_m$ by $sX_m$ replaces $c_1,c_2$ by $c_1/s,c_2/s$. For $c_1\le s\le c_2$ the bound stays at $c_2/c_1$. For $s<c_1$ it is $c_2/s$, and for $s>c_2$ it is $s/c_1$, both larger. This concerns the bound only. Where the bound is loose, $\kappa$ itself can depend strongly on $s$: a mode with $r=1$ at $s=1$ acquires the eigenvalue $(1+t)/(1+st)$, which tends to $1/s$ for large $t$ and to 1 for small $t$.

## Which condition number, and what it means for mixing

The variable $g=B^{1/2}v^{1/2}e$ turns $P^{-1}J$ into $S$. The length of $g$ defines an energy norm of the density error,

$$\|e\|_E^2=\langle e,v^{1/2}Bv^{1/2}e\rangle=\langle e,(v+vX_mv)e\rangle. \tag{14}$$

In this norm $\kappa$ is the operator condition number, because $S$ is symmetric and positive. The ordinary 2-norm condition number of $P^{-1}J$ is not covered by (5). Take

$$v=\begin{pmatrix}1&0\\0&100\end{pmatrix},\quad X_m=1,\quad X=\begin{pmatrix}1.25&0.75\\0.75&1.25\end{pmatrix}. \tag{15}$$

The eigenvalues of $X$ are $c_1=0.5$ and $c_2=2$, so the bound is 4, and indeed $\kappa=2.62$. But the upper right element of $P^{-1}J$ is $0.75\times100/(1+1)=37.5$, and the 2-norm condition number is about 1250. An error in the second component can feed a much larger one into the first during a single step, although the energy norm shrinks for a suitable $\alpha$.

From (3), one step multiplies $g$ by $C=1-\alpha S$. Its norm is at most the larger of $|1-\alpha m|$ and $|1-\alpha M|$. A smaller $\alpha$ raises $1-\alpha m$ and a larger one raises $\alpha M-1$, so the best guarantee comes from equating the two:

$$\alpha=\frac{2}{m+M},\qquad \|e'\|_E\le\frac{M-m}{M+m}\,\|e\|_E. \tag{16}$$

This is a statement about the linearized iteration, valid close to the fixed point.

## A small $c_1$: harmless or harmful

The Kerker preconditioner uses the Thomas–Fermi response of a uniform gas. With density $n=k_F^3/3\pi^2$ and $\mu=k_F^2/2$,

$$X_m=D=\frac{dn}{d\mu}=\frac{k_F^2/\pi^2}{k_F}=\frac{k_F}{\pi^2},\qquad t=\frac{4\pi D}{G^2}=\frac{k_{TF}^2}{G^2}. \tag{17}$$

This $D$ does not depend on $G$, but the true response falls at short wavelength. For $G\gg k_F$, a perturbation lifts an electron from $k$ to $k\pm G$ at an energy cost close to $G^2/2$. The two channels give $X\simeq n(2/G^2+2/G^2)=4n/G^2$, and therefore

$$r=\frac{X}{D}\simeq\frac{4k_F^2}{3G^2}\qquad(G\gg k_F). \tag{18}$$

As the density cutoff rises, $c_1$ tends to zero and (5) becomes loose. The eigenvalues do not follow, because $t$ is small at the same wavevectors: even $r=0$ lowers (13) by no more than $t/(1+t)$.

A hypothesis that allows a small absolute defect captures this. Suppose that

$$T\ge cT_m-\delta,\qquad c>0,\quad 0\le\delta<1. \tag{19}$$

Then $A\ge(1-\delta)+cT_m$. Both coefficients are at least $\min(1-\delta,c)$, so

$$A\ge\min(1-\delta,c)\,B,\qquad \kappa\le\frac{\max(1,c_2)}{\min(1-\delta,c)}. \tag{20}$$

For $c\le1$, the inequality $A\ge cB$ is the same as $T\ge cT_m-(1-c)$. Raising $c$ until the smallest possible defect equals $1-c$ therefore gives $\lambda_{\min}$ itself, provided $\lambda_{\min}\le1$. A rougher choice of $c$ gives a lower estimate.

The same Kerker model in an insulator shows the harmful case. At long wavelength a potential $W$ has a field proportional to $GW$. The polarization is $\chi_e$ times the field, and the induced charge contains one more factor $G$. Neglecting local fields, $X=\chi_eG^2$ and $T=4\pi\chi_e$ stays finite, while $t=k_{TF}^2/G^2$ diverges. Then

$$\lambda=\frac{1+4\pi\chi_e}{1+k_{TF}^2/G^2}\to(1+4\pi\chi_e)\frac{G^2}{k_{TF}^2}\to0. \tag{21}$$

Here $c_1$ is small where $t$ is large. The preconditioner suppresses a response that is not there, and convergence worsens as the cell grows.

## A model metal

Electrons move freely along $x$ and $y$ and feel the self-consistent potential $V_1\cos(2\pi z/L)$ along $z$, with $V_1=2$ eV, $L=30$ Å, $\mu=5$ eV and $k_BT=0.2$ eV. These are round model parameters. Zone-centre states along $z$ are kept, density changes vary along $z$, and exchange and correlation are left out. Two-dimensional free motion has $1/\pi$ states per area and energy, both spins included, so each subband holds

$$N_i=\frac1\pi\int_0^\infty\frac{dE}{e^{(\varepsilon_i+E-\mu)/k_BT}+1}=\frac{k_BT}{\pi}\ln\!\left(1+e^{(\mu-\varepsilon_i)/k_BT}\right). \tag{22}$$

The external potential is chosen as $V-v\rho_*$, which makes the cosine the exact fixed point of this discretized Hartree problem. The response was summed over pairs of states as in (1). In a test with a random potential it agreed with finite differences of the density to $7\times10^{-10}$, relative to the norm of the response.

The model response uses $k_F=1.146$ Å$^{-1}$, hence $k_{TF}=1.660$ Å$^{-1}$. The smallest wavevector is $2\pi/30=0.2094$ Å$^{-1}$, where $t=(1.660/0.2094)^2\approx62.8$. The largest of the 20 wavevectors is 4.189 Å$^{-1}$, where $t=0.157$.

**Without the preconditioner** the eigenvalues run from 1.01 to 63.5, and $\kappa=62.7$. The top lies close to the uniform-gas estimate $1+t=63.8$.

**With the preconditioner** they run from 0.725 to 1.126, and $\kappa=1.55$. The response constants are $c_1=0.0667$ and $c_2=1.140$, so (5) gives $1.140/0.0667=17.1$: correct, but loose. At the largest wavevector (18) gives $4(1.146)^2/[3(4.189)^2]\approx0.10$, the right size for $c_1$. The estimate refers to a uniform gas, so it indicates the order of magnitude only.

Halving the density cutoff raises $c_1$ to 0.422 and lowers the basic bound to 2.70, while the smallest eigenvalue moves from 0.725 to 0.745. The looseness thus comes from short wavelengths, as argued above. With $c=0.5$ in (19), the computed defect is $\delta=0.146$. The lower edge is $\min(0.854,0.5)=0.5$, and (20) gives $1.140/0.5=2.28$ at the full cutoff.

**Doubling the cell length** $L$ at the same cutoff, which also stretches the cosine potential to the new length, raises the plain $\kappa$ from 62.7 to 249, a factor of 3.97, close to the factor 4 expected from $t\propto L^2$. The preconditioned value goes from 1.55 to 1.62.

**Nonlinear iterations** started from a small random disturbance. The refined interval $[0.5,1.140]$ gives, through (16), $\alpha=2/1.640=1.219$ and a guaranteed factor $0.640/1.640=0.390$. The largest observed factor was 0.303, in the last step. In the linear theory the factors cannot decrease from step to step: since $C$ is symmetric,

$$\|g_k\|^2=\langle g_{k-1},C^2g_{k-1}\rangle=\langle g_{k-1},g_{k+1}\rangle\le\|g_{k-1}\|\,\|g_{k+1}\|. \tag{23}$$

Further steps could thus raise the factor, up to $|1-1.219\times1.126|\approx0.37$, the largest $|1-\alpha\lambda|$ in the spectrum.

Reducing the energy norm by $10^4$ took 6 steps in this run, against the 10 that suffice by the guarantee, since $0.390^{10}<10^{-4}$. The count depends on the start, and 6 is a favourable draw: other random starts typically need 7 to 9 steps, and a start along the eigenvector of the largest eigenvalue needs all 10, since $0.372^9>10^{-4}$. Plain mixing with its own best step, $\alpha=2/(1.01+63.5)=0.031$, took 278. Its asymptotic factor $(62.7-1)/(62.7+1)=0.969$ suggests about 290.

## Beyond RPA

With an exchange-correlation kernel $f$, the Jacobian becomes $J=1+X(v+f)$. If $P$ still contains $v$ alone, $J$ and $P$ no longer share the same kernel, and (9) and (10) do not follow. To isolate the effect of the kernel, take the artificial case $X=X_m=D$ at every wavevector, for which (5) would give $\kappa=1$. In a uniform gas $X$ approaches $D$ as $G\to0$, but it is much smaller at short wavelength by (18). The local exchange potential is $-(3n/\pi)^{1/3}=-k_F/\pi$. With $dn/dk_F=k_F^2/\pi^2$,

$$f=\frac{d}{dn}\left(-\frac{k_F}{\pi}\right)=-\frac1\pi\,\frac{\pi^2}{k_F^2}=-\frac{\pi}{k_F^2},\qquad Df=-\frac{1}{\pi k_F}, \tag{24}$$

$$\lambda=\frac{1+D(v+f)}{1+Dv}=1+\frac{Df}{1+t}. \tag{25}$$

For the $k_F$ of the example, $Df=-0.525$. The eigenvalue is $1-0.525/63.8=0.992$ at the smallest wavevector and $1-0.525/1.157=0.546$ at the largest, so $\kappa=1.82$. In this model exchange acts where $t$ is small and the Coulomb term does not mask it. In a real gas the exchange term is $Xf/(1+t)$, which is much smaller at the largest wavevector because $X\ll D$ there. It is not negligible at intermediate wavevectors: with the Lindhard response of the uniform gas it reaches about $-0.22$ near 1.9 Å$^{-1}$, somewhat below $2k_F$, and raises $\kappa$ on the same 20 wavevectors from 1.24 to 1.51. For $Df<-1$, (25) turns negative once $t<-Df-1$, and no positive $\alpha$ makes such a mode converge. This needs $v+f<0$, that is $4\pi/G^2<\pi/k_F^2$ or $G>2k_F$, where $X=D$ does not describe a real gas, so as a threshold for convergence $Df<-1$ belongs to the model only; with the Lindhard response $J$ first turns negative near $Df\approx-10.6$. The value $Df=-1$ does mark the density, $r_s\approx6.0$, at which $d\mu/dn=1/D+f$ of the exchange-only uniform gas changes sign, but at long wavelength the Coulomb term keeps $J$ positive.

The theorem survives if the full kernel $K=v+f$ is symmetric and positive definite and the preconditioner is $P=1+X_mK$. The proof used no property of $v$ beyond these, so $K$ may replace it throughout. The exchange kernel (24) meets this condition only if all wavevectors stay below $2k_F$. In the example $2k_F=2.29$ Å$^{-1}$, and the upper half of the 20 wavevectors violates it.

## Computed values

```
c1=0.5, c2=2.0: bound 4.000, kappa/bound: random max 0.9048, two-mode 0.99985
c1=2.0, c2=3.0: bound 3.000, kappa/bound: random max 0.9853, two-mode 0.99983
c1=0.2, c2=0.5: bound 5.000, kappa/bound: random max 0.9453, two-mode 0.99955
2-norm example: c1, c2 = 0.500, 2.000
  kappa 2.6221, bound 4.000, 2-norm condition number 1252.5
cell length 30.0 angstrom, amplitude 2.0 eV
chemical potential 5.0 eV, thermal energy 0.2 eV
electrons per area 1.5757 1/angstrom^2
Fermi wavenumber 1.1456 1/angstrom
Thomas-Fermi response 0.01523 1/(eV angstrom^3)
Thomas-Fermi wavenumber 1.6602 1/angstrom
smallest, largest G 0.2094, 4.1888 1/angstrom
model strength (k_TF/G)^2 at smallest G 62.84, at largest G 0.1571
density basis functions 40
response against finite difference, relative error 7.1e-10
c1 0.0667, c2 1.1401, basic bound 17.09
preconditioned eigenvalues 0.7252 to 1.1255, kappa 1.5519
plain eigenvalues 1.0117 to 63.467, kappa 62.73
half cutoff: largest G 2.0944 1/angstrom, c1 0.4218, c2 1.1401
  basic bound 2.70, eigenvalues 0.7450 to 1.1255
refined: c 0.50, delta 0.1457, lower edge 0.5000, bound 2.2803
doubled cell: c1 0.0599, c2 1.1617, basic bound 19.39
  kappa 1.6163, plain kappa 249.00
SCF with preconditioner: alpha 1.2194, guaranteed factor 0.3903
  largest observed factor 0.3025, last 0.3025
  largest deviation from linear theory in 6 steps 2.6e-04
steps to cut the error by 10^4: preconditioned 6, plain 278 (alpha 0.0310)
exchange kernel times Thomas-Fermi response -0.5251
  kappa with exchange 1.8157, RPA bound 1.0
```
